# Zero mean field in an unelectroded ferroelectric plate with free walls, part 2

A ferroelectric plate without face electrodes lies between insulating spacers, with metal electrodes beyond them. Its up and down domains have polarization $P=\pm P_s$ along the plate normal $z$, and their walls move freely. We seek the mean field left at finite thickness and the onset of saturation.

The plate has thickness $d$ and relative permittivities $\kappa_c$ along and $\kappa_a$ across $z$, with $\bar\kappa=\sqrt{\kappa_a\kappa_c}$. The spacers have total thickness $L$ and relative permittivity $\kappa_o$. Equations are in SI units. $V$ is the voltage, $m$ the volume average of $P/P_s$, $E_\text{in}$ that of $E_z$, and $D_0$ the lateral average of $D_z$, the same at every height. Then

$$D_0=\epsilon_0\kappa_cE_\text{in}+mP_s
\quad\Longrightarrow\quad
E_\text{in}=\frac{D_0-mP_s}{\epsilon_0\kappa_c}. \tag{2}$$

The mean-field energy per plate area is

$$F_\text{mean}=\tfrac12 d\,\epsilon_0\kappa_cE_\text{in}^2
=\frac{d\,(D_0-mP_s)^2}{2\epsilon_0\kappa_c}. \tag{4}$$

The macroscopic energy has $m$-derivative $-dP_sE_\text{in}$, at fixed $D_0$ or fixed $V$. The wall pressure is $2P_sE_\text{in}$. The voltage relations are

$$\frac{LD_0}{\epsilon_0\kappa_o}+d\,E_\text{in}=V, \tag{10}$$

$$V_\text{full}=\frac{LP_s}{\epsilon_0\kappa_o}, \tag{12}$$

$$E_\text{in}=\frac{V-mV_\text{full}}{d+L\kappa_c/\kappa_o}. \tag{13}$$

Macroscopically, free walls stop at $E_\text{in}=0$, where $m=D_0/P_s=V/V_\text{full}$, if $|V|<V_\text{full}$. The frozen-wall field is (13) at $m=0$. Pinned walls move only above a threshold field $E_c$, roughly 1 kV/cm.

Walls cost $\gamma$ per area. Straight stripes have period $\Lambda$ (one up, one down), up-stripe width $a=\Lambda(1+m)/2$ and wave numbers $k_n=2\pi n/\Lambda$. Their polarization amplitudes are

$$p_n=\frac{2}{\Lambda}\int_{-a/2}^{a/2}2P_s\cos k_nx\,dx
=\frac{4P_s}{n\pi}\sin\frac{n\pi(1+m)}{2}. \tag{17}$$

For one amplitude $p$ at wave number $k$, with $q=k\sqrt{\kappa_a/\kappa_c}$ and distant electrodes, the face potential has amplitude

$$\Phi=\frac{p}{\epsilon_0k\,[\kappa_o+\bar\kappa\coth(qd/2)]}. \tag{20}$$

The alternating field's energy per area, checked by a finite-difference (Poisson) solution, is

$$F_\text{stray}=\sum_{n\ge1}\frac{p_n^2}{2\epsilon_0k_n[\kappa_o+\bar\kappa\coth(q_nd/2)]}. \tag{21}$$

The example is barium titanate between two directly bonded 100 µm strontium titanate spacers: $P_s=26\ \mu\text{C/cm}^2$, $\kappa_c=150$, $\kappa_a=3000$, $\kappa_o=300$, $d=500$ µm, $L=200$ µm, $V=2.0$ kV. Its frozen-wall field is 33.3 kV/cm.

### The period in a thick plate

When $q_1d/2\gg1$, each hyperbolic cotangent is close to 1. Inserting (17) and $k_n=2\pi n/\Lambda$ into (21) gives $F_\text{stray}=A\Lambda S(m)$ with

$$A=\frac{4P_s^2}{\pi^3\epsilon_0(\kappa_o+\bar\kappa)},\qquad
S(m)=\sum_{n\ge1}\frac{\sin^2[n\pi(1+m)/2]}{n^3}. \tag{22}$$

There are two walls per period, which cost $2\gamma d/\Lambda$ per plate area. Minimizing $2\gamma d/\Lambda+A\Lambda S$ over $\Lambda$ gives $2\gamma d/\Lambda^2=AS$. The two terms are then equal, and

$$\Lambda=\sqrt{\frac{2\gamma d}{AS}},\qquad F_\text{pattern}=\frac{4\gamma d}{\Lambda}=2\sqrt{2\gamma dAS}. \tag{23}$$

This is the growth as $\sqrt d$ that Section 1 relied on. To reach this period at each voltage, stripes must be able to appear or vanish. Walls that only move keep the period they started with.

### The residual mean field

Add $F_\text{pattern}$ to the macroscopic energy and set the derivative with respect to $m$ to zero:

$$-dP_sE_\text{in}+\sqrt{2\gamma dA}\,\frac{S'(m)}{\sqrt{S(m)}}=0. \tag{24}$$

Solving for the field, and using (23) for the second form,

$$E_\text{in}=\frac{1}{P_s}\sqrt{\frac{2\gamma A}{d}}\,\frac{S'}{\sqrt S}
=\frac{2\gamma S'}{P_s\Lambda S}. \tag{25}$$

At fixed $m$ the residual field falls as $d^{-1/2}$. To leading order, $S$ and $S'$ may be evaluated at the macroscopic value of $m$.

The sign follows from $S'$. Writing $2\sin^2(\theta/2)=1-\cos\theta$ in (22) and differentiating gives

$$S'=\frac{\pi}{2}\sum_{n\ge1}\frac{(-1)^n\sin n\pi m}{n^2},\qquad
S''=-\frac{\pi^2}{2}\ln\!\left(2\cos\frac{\pi m}{2}\right). \tag{26}$$

The second sum follows from the real part of the series for $\ln(1+e^{i\pi m})$. $S'$ vanishes at $m=0$ and at $m=1$. It decreases up to $m=2/3$, where the logarithm changes sign, and then increases. It is therefore negative for $0<m<1$, and so is $E_\text{in}$. The pattern becomes cheaper as one domain type takes over, so the walls move slightly past the point of zero field. A small opposing mean field holds them there.

### Numbers for the example

With $\gamma=10$ mJ/m² and $\bar\kappa=670.8$, and with $S=1.034$ and $S'=-0.347$ at $m=0.102$, (23) gives in SI units

$$\Lambda=\sqrt{\frac{2(0.010)(500\times10^{-6})\,\pi^3\epsilon_0(300+670.8)}{4(0.26)^2(1.034)}}=3.09\ \mu\text{m}. \tag{27}$$

The period is far smaller than the plate and spacer thicknesses, as assumed. At this period each wall has moved $m\Lambda/4=79$ nm from its position at equal widths. The residual field is

$$E_\text{in}=\frac{2(0.010)(-0.347)}{(0.26)(3.09\times10^{-6})(1.034)}\ \text{V/m}=-0.084\ \text{kV/cm}, \tag{28}$$

about 0.25% of the frozen-wall field in magnitude. Direct minimization over $m$ and $\Lambda$, with (21) in full, also gives $-0.084$ kV/cm. It gives $m=0.1024$ against the macroscopic 0.1022. These values hold for straight stripes, which for a plate this thick are not the pattern of lowest energy, as noted below.

The same minimization over straight stripes at other voltages, with $d$ and $L$ unchanged, shows the range of nearly zero field and its end. The spacers are still taken as linear and free of breakdown, so these rows illustrate the model and not the real stack:

| $V/V_\text{full}$ | $m$ | $E_\text{in}$ (kV/cm) |
|---|---|---|
| 0.5 | 0.501 | −0.44 |
| 0.9 | 0.903 | −1.03 |
| 1.2 | 1.000 | 65.3 |

In the first two rows (25) agrees with the minimization within 2%. Both let the period readjust to each voltage. If the number of stripes stays as it was at $m=0$, the derivative of $A\Lambda S$ at fixed $\Lambda$ replaces the second term of (24), and the field (25) is multiplied by $\sqrt{S(m)/S(0)}$. This hardly matters at $m=0.102$, but it reduces the residual field to about a quarter at $m=0.9$. Above $m\approx0.3$ a hexagonal array of reversed cylinders costs less than straight stripes, by about 3% at $m=0.5$ and 16% at $m=0.9$. Its residual field differs from that of stripes by about 13% and 6% at these two values. With $V=2.0$ kV and $L$ held fixed, plates of 5, 50 and 500 µm give residual fields of $-0.84$, $-0.27$ and $-0.084$ kV/cm. The fitted power of $d$ is $-0.500$.

### A bound that does not assume stripes

Domains may branch or taper near the faces, and then (25) need not hold. In the example this already pays within the model. One reversed wedge at the end of each stripe, about 0.8 µm wide and 10 µm deep, with a period near 5 µm, lowers the pattern energy from 6.5 to about 4.1 J/m² and the residual field to about $-0.04$ kV/cm. Further branching may lower the energy more. The mean field still vanishes in the thick limit. Hold $D_0$ fixed with $|D_0|<P_s$, and consider the pattern of lowest energy, whatever its shape.

Outside the plate, the lateral average of $D_z$ is $D_0$ in each layer. The average of a square is at least the square of the average, so the outside energy is at least that of the uniform field. Inside, the same inequality for the volume average gives at least $\tfrac12d\epsilon_0\kappa_cE_\text{in}^2$. Wall energies are not negative. On the other side, the lowest energy cannot exceed that of a trial pattern. Choose stripes with $m=D_0/P_s$, which have no mean field and cost at most (23), since $\coth\ge1$ in (21). Hence

$$\tfrac12d\epsilon_0\kappa_cE_\text{in}^2\le\frac{4\gamma d}{\Lambda}
\quad\Longrightarrow\quad
|E_\text{in}|\le\sqrt{\frac{8\gamma}{\epsilon_0\kappa_c\Lambda}}, \tag{29}$$

where $\Lambda$ is the period of the trial stripes. As $\Lambda\propto\sqrt d$, the bound falls as $d^{-1/4}$. This proves the limit within the model for the pattern of lowest energy among all arrangements of up and down domains. It does not limit the field of an arbitrary pattern, such as one with frozen walls.

As a number the bound is weak. In the example it is 44 kV/cm, against 200 kV/cm for frozen walls at $m=0$ and the same $D_0$. It should not be used as an estimate of the residual field.

### Where saturation begins

Close to $m=1$, $S$ tends to zero and the period in (23) grows without limit, so the thick-plate form fails. For stripes, the useful picture there is a single reversed stripe of width $w$ in an up-polarized plate, at fixed $D_0$ and with distant electrodes.

Set $m=1-2w/\Lambda$ and let $\Lambda\to\infty$. Since $n\pi=k_n\Lambda/2$, (17) gives $|p_n|=8P_s\sin(k_nw/2)/(k_n\Lambda)$. The sum (21) has spacing $2\pi/\Lambda$ in $k$ and becomes $W/\Lambda$ with

$$W(w)=\frac{16P_s^2}{\pi\epsilon_0}\int_0^\infty\frac{\sin^2(kw/2)\,dk}{k^3[\kappa_o+\bar\kappa\coth(qd/2)]}. \tag{30}$$

The mean-field energy, expanded to first order in $1/\Lambda$, falls by $2P_swd(P_s-D_0)/(\epsilon_0\kappa_c\Lambda)$. Per length, one stripe therefore changes the energy by

$$U(w)=2\gamma d+W(w)-\frac{2P_swd\,(P_s-D_0)}{\epsilon_0\kappa_c}. \tag{31}$$

The best stripe costs nothing at $D_0=D_\text{sat}$, where

$$1-\frac{D_\text{sat}}{P_s}=\min_w\frac{\epsilon_0\kappa_c[2\gamma d+W(w)]}{2P_s^2wd}. \tag{32}$$

For the plate of the example with distant electrodes the right side is 0.0013, with $w=0.33$ µm; for $d=5$ µm it is 0.011. Electrodes only 100 µm from the faces, as in the example, screen the long waves in (30) and lower the first value somewhat. Stripes thus cease to pay slightly below $D_0=P_s$. Reversed cylinders can persist closer to $P_s$, so for domains of any shape the right side of (32) is only an upper limit on the difference. The difference vanishes in the thick limit: at any fixed $D_0<P_s$ a single domain costs $d(P_s-D_0)^2/(2\epsilon_0\kappa_c)$, which outgrows the $\sqrt d$ cost of stripes.

A scan of periodic arrays at $d=5$ µm, with periods up to 100 µm, tests the threshold. With $P_s-D_0$ at 1.10 times the threshold value, some array lies below the single domain in energy. At 0.97 times, none in the scan does. Equation (32) compares energies; it does not say that a reversed stripe can nucleate.

### The model beside a real stack

The material values are rough, and several neglected effects can change $m$ by more than the overshoot found above, which is 0.25% of $m$. Pinning at 1 kV/cm is about twelve times the residual field (28), so the small overshoot would be hidden in such a plate. Spacer nonlinearity, taken as an added field $\beta D_0^3$ with a rough $\beta=8\times10^9$ V m⁵/C³, lowers $m$ by 1.4% at fixed voltage. A vacuum gap of 10 nm at each face would take 60 V, or 3% of the voltage, if $D_0$ were unchanged. The mean field in it would be 30 MV/cm, so it could not be relied on to insulate; this is why the spacers must be bonded. The bond must also be direct: at unchanged $D_0$, an adhesive layer of 1 µm at each face with relative permittivity 3.5 would take 1.7 kV. Such a layer has to be included in the voltage sum (10). With a rough spacer resistivity of $10^{10}$ Ω m, leakage brings charge to the faces within about $\epsilon_0\kappa_o\rho=27$ s, and the result applies only to times much shorter than this. Barium titanate also forms 90 degree domains, which are left out and not sized here.

The linear response is least secure just below the faces. There the alternating field has amplitude $q\Phi$, and by (20) the response $\epsilon_0\kappa_cq\Phi$ is $\bar\kappa/(\kappa_o+\bar\kappa)=0.69$ of $p$. This is too large for a linear law to be trusted: $q_1\Phi$ is about 1.7 MV/cm, roughly ten times a rough intrinsic coercive field of barium titanate of 0.15 MV/cm, so straight stripes ending at the face would not be locally stable in the real material. The affected depth is about $1/q_1=0.11$ µm, so the macroscopic balance is little affected as long as the faces carry no net free charge, but $A$ becomes uncertain. Equation (20) also gives a face potential with an amplitude of nearly 20 V, while the band gap of barium titanate is only about 3 eV. Electrons and holes may therefore separate along the faces and screen part of the alternating field, which the model leaves out. A field opposing the polarization raises $\kappa_c$, and screening lowers the stray energy; both reduce $A$ and the residual field. As a measure of the sensitivity, a four times larger $\bar\kappa$ changes the stripe result to $-0.048$ kV/cm and a four times smaller one to $-0.12$ kV/cm, at the same voltage and thickness.

The alternating field also enters the spacers. Just outside the centre of an up stripe the total field is about $V/L+P_s(1-m)/[\epsilon_0(\kappa_o+\bar\kappa)]=0.37$ MV/cm. This is above the rough breakdown field of 0.30 MV/cm, though only within a fraction of a micrometre of the face. Close to the edges of the stripe the field is higher still. The model does not settle whether a real spacer withstands it.

### Order of calculation

For a given stack, first find $V_\text{full}$ and the frozen-wall field. If that field is well above the pinning threshold and $|V|<V_\text{full}$, take $m=V/V_\text{full}$. Then evaluate (23) and check that $\Lambda$ is small compared with $d$ and with each spacer. Equation (25) gives the residual field for straight stripes whose period has readjusted, and (32) shows how close to saturation stripes can persist. The numerical output below lists the values for the example.

## Table of computed values

```
Poisson test: largest stray-energy deviation 0.11 %
Poisson test: wall pressure / (2 Ps E_in) = 1.000000
Input Ps = 26.0 uC/cm2, wall energy = 10.0 mJ/m2
Input kappa_c = 150, kappa_a = 3000, kappa_o = 300
Input d = 500 um, L = 200 um, V = 2.0 kV
kbar = 670.8
Ideal spacer field V/L = 100.0 kV/cm
Ideal displacement D0 = 2.656 uC/cm2
Ideal m = 0.10216; full minimization m = 0.10242
Up fraction (1+m)/2 = 0.5512
Stripe period: minimized 3.088 um, formula 3.087 um
Shift of each wall from equal widths = 79.1 nm
S(m) = 1.0340, S'(m) = -0.3473
Internal field, walls frozen at m=0: 33.33 kV/cm
Residual field: minimized -0.0839 kV/cm, formula -0.0837 kV/cm
Residual / frozen field = -0.00252
Bound on |E_in| for any pattern at D0: 44.2 kV/cm
V/V_full = 0.5: m = 0.5013, E_in = -0.436 kV/cm
V/V_full = 0.9: m = 0.9032, E_in = -1.028 kV/cm
V/V_full = 1.2: m = 1.0000, E_in = 65.255 kV/cm
d = 5 um: residual field -0.8405 kV/cm
d = 50 um: residual field -0.2651 kV/cm
d = 500 um: residual field -0.0839 kV/cm
Power of d in residual field = -0.5004
Ideal saturation voltage V_full = 19.58 kV
Saturation spacer field = 0.979 MV/cm
Saturation field if outside is vacuum = 294 MV/cm
1 - D_sat/Ps: 0.00125 (d = 500 um), 0.01089 (d = 5 um)
First reversed stripe width, d = 500 um: 0.331 um
Depolarizing field of single domain, D0 = 0: 1.96 MV/cm
Rough coercive field 1.0 kV/cm: m uncertain by 0.00306
Spacer nonlinearity, rough beta = 8e+09 V m5/C3: m changes -1.44 %
Vacuum gap 10 nm at each face, D0 unchanged: 60 V
Field in such a gap = 30.0 MV/cm
Spacer leakage time, rough rho = 1e+10 ohm m: 27 s
Rough breakdown: spacer 0.30 MV/cm, air 0.03 MV/cm
Linear response at faces / Ps, scale = 0.69
Depth of stray field in plate = 0.110 um
Residual field if kbar were four times smaller = -0.1206 kV/cm
```
